# The Brinkman-Rice transition from the Gutzwiller energy at half filling

Electrons in a single band gain energy by hopping and pay an energy $U$ whenever two of them, with opposite spins, occupy the same site. The Hubbard Hamiltonian is

$$H=\sum_{i\neq j,\sigma}t_{ij}\,c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U\ge 0 .$$

There is on average one electron per site (half filling), all sites are equivalent, and the average spin on every site is taken to vanish in all directions. Magnetic order is thereby excluded, and the two spin directions are equally populated on each site. The band is symmetric about its centre, which is the zero of energy. At $U=0$ the ground state is the Fermi sea $|\psi_0\rangle$. Its energy per site, both spins together, is $e_0<0$. Averages in $|\psi_0\rangle$ carry a subscript 0.

Repulsion is introduced through the Gutzwiller state

$$|\psi\rangle=\prod_i P_i\,|\psi_0\rangle ,$$

where $P_i$ multiplies the part of the wave function with site $i$ empty, singly occupied or doubly occupied by the real numbers $\lambda_0,\lambda_s,\lambda_d\ge 0$. Let $d$ be the probability that a site is doubly occupied. The problem is to find the best $d$ for each $U$, and to see what happens to the metal.

## (a) Local weights

**Find the probabilities of the four states of a site in terms of $d$, and the factors $\lambda$ that produce them. Treat the other sites as having no influence on these probabilities.**

**Solution.** Let the empty site have probability $p_0$ and each singly occupied state (spin up, spin down) probability $p_s$. Normalization and the mean charge of one electron require

$$p_0+2p_s+d=1,\qquad 2p_s+2d=1 .$$

The second equation gives $p_s=\tfrac12-d$. Inserting it in the first gives $p_0=1-(1-2d)-d=d$. Empty and doubly occupied sites are equally frequent, and $0\le d\le\tfrac12$.

In the Fermi sea the two spins are independent and each is present with probability $\tfrac12$. All four site states then have probability $\tfrac14$, so $d=\tfrac14$ without repulsion. Since $P_i$ multiplies amplitudes, it multiplies probabilities by $\lambda^2$:

$$\tfrac14\lambda_0^2=d,\qquad \tfrac14\lambda_d^2=d,\qquad \tfrac14\lambda_s^2=\tfrac12-d .$$

Therefore

$$\lambda_0^2=\lambda_d^2=4d,\qquad \lambda_s^2=2(1-2d).$$

The norm is preserved at this level, because $\langle P_i^2\rangle_0=\tfrac14(4d+4d+2\lambda_s^2)=2d+(1-2d)=1$.

## (b) The reduction of hopping

**Find the factor $q(d)$ by which $\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle$, with $i\ne j$, is reduced. State what has to be neglected.**

**Solution.** Each $P_l$ is built from occupation numbers, so it commutes with fermion operators of other sites. The quantity needed is

$$\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle=
\frac{\big\langle (P_ic^\dagger_{i\sigma}P_i)(P_jc_{j\sigma}P_j)\prod_{l\ne i,j}P_l^2\big\rangle_0}{\big\langle\prod_l P_l^2\big\rangle_0}.$$

Consider $P_ic^\dagger_{i\uparrow}P_i$. There are two cases in which an up electron can arrive:

- The site is empty. The right-hand $P_i$ gives $\lambda_0$, the site becomes singly occupied, and the left-hand $P_i$ gives $\lambda_s$.
- The site holds a down electron. The right-hand $P_i$ gives $\lambda_s$, the site becomes doubly occupied, and the left-hand $P_i$ gives $\lambda_d$.

At half filling $\lambda_0=\lambda_d$, so both products are equal and

$$P_ic^\dagger_{i\sigma}P_i=\lambda_s\lambda_d\,c^\dagger_{i\sigma}.$$

This is an operator identity. Its adjoint gives the same factor for $c_{j\sigma}$. The two ends of the bond together contribute $\lambda_s^2\lambda_d^2$.

What remains is the effect of the factors $P_l^2$ on the other sites and in the norm. The Gutzwiller approximation replaces each of them by its average, which is 1. This neglects the correlations that they bring in. The result is

$$\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle=q\,\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0,\qquad
q=\lambda_s^2\lambda_d^2=2(1-2d)\cdot4d=8d(1-2d).$$

A useful form follows by completing the square:

$$q=8d-16d^2=1-(1-4d)^2 .$$

It shows that $q\le1$, with $q=1$ at the uncorrelated value $d=\tfrac14$. At $d=0$ every site holds one electron. A hop would create an empty and a doubly occupied site, which the state does not contain, so $q=0$.

This last argument depends on half filling. With fewer electrons than sites some sites are empty even at $d=0$, and electrons can still move into them.

## (c) The best double occupancy

**Write the energy per site and minimize it over the allowed range of $d$. For which $U$ does the minimum lie at the edge of the range?**

**Solution.** All hopping terms are multiplied by $q$, and each site contributes $U$ with probability $d$. With $e_0=-|e_0|$,

$$E(d)=q(d)\,e_0+Ud=-8|e_0|\,(d-2d^2)+Ud .$$

The derivatives are

$$E'(d)=U-8|e_0|(1-4d),\qquad E''(d)=32|e_0|>0 .$$

The energy is a parabola that opens upwards, so it has one minimum. Setting $E'(d)=0$ gives

$$1-4d=\frac{U}{8|e_0|}\quad\Longrightarrow\quad d=\frac14\left(1-\frac{U}{8|e_0|}\right).$$

This value is allowed as long as it is not negative. The limiting repulsion is therefore

$$U_c=8|e_0| ,$$

and for $U<U_c$

$$d=\frac14\left(1-\frac{U}{U_c}\right).$$

For $U\ge U_c$ the slope at the edge, $E'(0)=U-U_c$, is zero or positive. Because $E''>0$, the slope is positive everywhere to the right of the edge, and the minimum stays at $d=0$.

The slope at $d=0$ also gives the physical reason for a threshold. For small $d$ the hopping gain is $8|e_0|d$ and the cost is $Ud$. Both are linear in $d$, so their coefficients decide whether the first few doubly occupied sites pay for themselves.

## (d) Energies on the metallic side

**Express $q$, the kinetic energy, the interaction energy and the total energy through $u=U/U_c$, for $u<1$. Check weak repulsion and the approach to $u=1$.**

**Solution.** Part (c) gives $1-4d=u$. The completed square in (b) then yields

$$q=1-u^2 .$$

The kinetic energy is $E_{\rm kin}=-|e_0|(1-u^2)$. For the interaction energy, insert $U=8|e_0|u$ and $d=(1-u)/4$:

$$E_{\rm int}=Ud=8|e_0|u\cdot\frac{1-u}{4}=2|e_0|\,u(1-u).$$

Adding the two and taking out the common factor $(1-u)$,

$$E=-|e_0|(1-u)\big[(1+u)-2u\big]=-|e_0|(1-u)^2 .$$

For weak repulsion, $E\simeq-|e_0|+2|e_0|u=e_0+U/4$. This is the energy of the unchanged Fermi sea, in which a quarter of the sites are doubly occupied, as first-order perturbation theory requires.

Near $u=1$ the ratio of cost to gain is

$$\frac{E_{\rm int}}{|E_{\rm kin}|}=\frac{2u(1-u)}{(1-u)(1+u)}=\frac{2u}{1+u}\longrightarrow1 .$$

Each part vanishes linearly in $1-u$, but they cancel to leading order. The net energy gain is quadratic in $1-u$.

## (e) The Fermi surface

**Find the momentum distribution $n_k$ per spin and its jump $Z$ at the Fermi surface. What does $Z$ say about the quasiparticles?**

**Solution.** On a lattice of $N$ sites at positions $R_i$,

$$n_k=\frac1N\sum_{ij}e^{ik(R_i-R_j)}\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle .$$

The terms with $i=j$ sum to the filling per spin, $\tfrac12$, which the correlations do not change. By (b), the terms with $i\ne j$ are $q$ times their values in the Fermi sea. Those values sum to $n_k^0-\tfrac12$, where $n_k^0$ is 1 inside the Fermi surface and 0 outside. Hence

$$n_k=\tfrac12+q\left(n_k^0-\tfrac12\right).$$

The occupation is $(1+q)/2$ inside and $(1-q)/2$ outside. The jump is

$$Z=q=1-\left(\frac{U}{U_c}\right)^2\quad(U<U_c),\qquad Z=0\quad(U\ge U_c).$$

In a Fermi liquid this jump is the quasiparticle weight. As $k$ crosses the Fermi surface, the quasiparticle pole of the Green function passes from occupied to empty energies, and $n_k$ loses the residue of that pole.

An effective mass follows under one further assumption, that the self-energy $\Sigma$ depends on frequency $\omega$ and not on $k$. With energies measured from the Fermi level and the constant part of $\Sigma$ absorbed there, write $\Sigma\simeq-a\,\omega$. The Green function is then

$$\frac{1}{\omega-\varepsilon_k+a\omega}=\frac{Z}{\omega-Z\varepsilon_k},\qquad Z=\frac1{1+a}.$$

The same $Z$ is the residue and the factor that flattens the band, so the mass is enhanced by $1/Z$. Near the transition $Z=(1-u)(1+u)\simeq2(1-u)$, and the enhancement diverges as $1/[2(1-u)]$.

At $U_c$ the jump vanishes together with the charge fluctuations. The deviation $n_i-1$ of the site charge from its mean is $-1$ on an empty site and $+1$ on a doubly occupied one, each with probability $d$, so

$$\langle(n_i-1)^2\rangle=2d .$$

For $U\ge U_c$ this is zero: one electron sits on each site. Within this approximation the metal has become an insulator without magnetic order.

## (f) The order of the transition

**Which derivative of the minimized energy with respect to $U$ is discontinuous, and by how much?**

**Solution.** For $U<U_c$, with $|e_0|=U_c/8$ held fixed,

$$\frac{dE}{dU}=\frac{2|e_0|(1-u)}{U_c}=\frac{1-u}{4}=d .$$

That this equals $d$ is expected. At the minimum $\partial E/\partial d=0$, so only the explicit dependence of $Ud$ on $U$ contributes. The derivative falls to zero at $U_c$ and remains zero above it, so it is continuous. The second derivative is

$$\frac{d^2E}{dU^2}=-\frac{1}{4U_c}\quad(U<U_c),\qquad \frac{d^2E}{dU^2}=0\quad(U>U_c).$$

It jumps by $1/(4U_c)$. In this approximation the transition is continuous and of second order in $U$, at zero temperature.

## (g) Two band shapes

**Find $U_c$ for the semicircular density of states $\rho(\varepsilon)=\dfrac{2}{\pi D^2}\sqrt{D^2-\varepsilon^2}$ per spin, $|\varepsilon|\le D$. Compare it with a flat band of the same half-width $D$.**

**Solution.** At half filling the states below $\varepsilon=0$ are occupied. The factor 2 in front counts the spins:

$$e_0=2\int_{-D}^{0}\varepsilon\,\rho(\varepsilon)\,d\varepsilon=\frac{4}{\pi D^2}\int_{-D}^{0}\varepsilon\sqrt{D^2-\varepsilon^2}\,d\varepsilon .$$

Substitute $s=D^2-\varepsilon^2$, so that $\varepsilon\,d\varepsilon=-\tfrac12ds$, and $s$ runs from 0 to $D^2$:

$$\int_{-D}^{0}\varepsilon\sqrt{D^2-\varepsilon^2}\,d\varepsilon=-\frac12\int_0^{D^2}\sqrt s\,ds=-\frac12\cdot\frac23D^3=-\frac{D^3}{3}.$$

Thus

$$e_0=-\frac{4D}{3\pi},\qquad U_c=8|e_0|=\frac{32D}{3\pi}\approx3.395\,D .$$

For the flat band $\rho=1/(2D)$, and

$$e_0=\frac1D\int_{-D}^0\varepsilon\,d\varepsilon=-\frac D2,\qquad U_c=4D .$$

By the symmetry of the band, $|e_0|$ is the mean of $|\varepsilon|$ over the density of states. The flat band has more weight near its edges, hence a larger mean and a larger $U_c$. The bandwidth alone does not fix the transition.

## (h) Numbers

**Take a semicircular band with $D=0.10$ Ry and $U=0.20$ Ry. Evaluate the state, and follow $d$ and $Z$ through the transition.**

**Solution.** These are round model parameters. The band energy is $e_0=-0.04244$ Ry per site, and

$$U_c=8\times0.04244\ \text{Ry}=0.3395\ \text{Ry}=4.62\ \text{eV}.$$

The reduced repulsion is $u=0.20/0.3395=0.589$. Then

$$d=\frac{1-0.589}{4}=0.103,\qquad Z=1-0.589^2=0.653,\qquad \frac1Z=1.53 .$$

The energies per site are

$$E_{\rm kin}=0.65302\times(-0.042441)=-0.027715\ \text{Ry},$$
$$E_{\rm int}=0.20\times0.10274=0.020548\ \text{Ry},$$

with the sum $E=-0.00717$ Ry. The unchanged Fermi sea would have $e_0+U/4=-0.04244+0.05000=+0.00756$ Ry, which is above the energy zero of isolated singly occupied sites. Reducing $d$ from 0.25 to 0.103 costs about a third of the kinetic energy but saves more than half of the repulsion.

Direct numerical minimization of $E(d)$ gives:

| $U$ (Ry) | $d$ | $Z$ |
|---|---|---|
| 0.00 | 0.250 | 1.000 |
| 0.10 | 0.176 | 0.913 |
| 0.20 | 0.103 | 0.653 |
| 0.30 | 0.029 | 0.219 |
| 0.33 | 0.007 | 0.055 |
| 0.34 | 0.000 | 0.000 |

The double occupancy falls linearly from the start. The weight $Z$ first changes slowly, because its deviation from 1 is quadratic in $u$, and then drops steeply near $U_c$. The second derivative of the minimized energy is $-0.736$ Ry$^{-1}$ at $U=0.20$ Ry, in agreement with $-1/(4U_c)$, and zero at $U=0.40$ Ry.

## (i) A case without the approximation

**For two sites with hopping amplitude $-t$, $t>0$, evaluate the Gutzwiller state without the neglect made in (b). Does double occupancy still vanish at a finite $U$?**

**Solution.** In the Fermi sea of the dimer both electrons occupy the bonding orbital. Multiplying out the two orbitals gives equal amplitudes for two normalized states: $|C\rangle$, with one electron on each site, and $|I\rangle$, with both on the same site. The operators $P_i$ change the two amplitudes, so

$$|\psi\rangle=\cos\theta\,|C\rangle+\sin\theta\,|I\rangle,\qquad 0\le\theta\le\tfrac{\pi}{2}.$$

One of the two sites is doubly occupied with probability $\sin^2\theta$, hence $d=\tfrac12\sin^2\theta$ per site. The hopping matrix element between $|C\rangle$ and $|I\rangle$ is $-2t$. This reproduces the energy $-2t$ of two bonding electrons at $\theta=\pi/4$. The kinetic energy per site is therefore

$$\tfrac12\cdot2\sin\theta\cos\theta\,(-2t)=-t\sin2\theta .$$

Here $e_0=-t$, and the hopping is reduced by

$$\sin2\theta=2\sqrt{\sin^2\theta\,(1-\sin^2\theta)}=2\sqrt{2d(1-2d)}=\sqrt{8d(1-2d)} .$$

This is $\sqrt q$, not $q$. For small $d$ the gain now grows as $\sqrt d$, while the cost is still $Ud$. A sufficiently small $d>0$ then lowers the energy for every finite $U$, and the threshold of part (c) is absent.

The minimum follows from $d=\tfrac14(1-\cos2\theta)$:

$$E=-t\sin2\theta+\frac U4(1-\cos2\theta),\qquad \frac{dE}{d\theta}=0\ \Rightarrow\ \tan2\theta=\frac{4t}{U},$$

$$E=\frac U4-\sqrt{\frac{U^2}{16}+t^2}\;\simeq\;-\frac{2t^2}{U}\quad(U\gg t).$$

The last term is the energy gained by virtual hops, in which an electron visits its neighbour and returns. It is the exchange energy of the singlet per site; for the pair, the singlet lies $4t^2/U$ below the triplet, whose energy is zero. The state with $d=0$ in part (c) has no such hops, and its energy is zero.

At $U=12t$, which is $1.5\times8|e_0|$, one has $\tan2\theta=\tfrac13$ and $\cos2\theta=3/\sqrt{10}$. This gives $d=0.0128$, where the approximation gives zero.

The same projected state has been evaluated numerically on a half-filled cube of eight sites, summing over all configurations. The comparison is made at equal double occupancy: the ratio $\lambda_d/\lambda_s$ is adjusted in each cluster until the actual $d$ is 0.15. The values of part (a) do not achieve this in a cluster. In the dimer they give $\tan\theta=\lambda_d^2/\lambda_s^2=3/7$ and $d=0.078$. At $d=0.15$ the approximation gives $q=0.840$. The hopping reduction is 0.917 for the dimer and 0.874 for the cube. Relative to these values, the approximation is too low by 8% and 4%. The jump in occupation between the highest filled and lowest empty levels has the same values, 0.917 and 0.874. This equality is special to these clusters. The dimer has only one off-site average. In the cube the nonzero off-site averages of the Fermi sea are $+\tfrac14$ between neighbours and $-\tfrac14$ between opposite corners. The jump is the mean of their two reduction factors, and the computed values show that these are equal. On a general lattice, averages over different distances need not be reduced equally, and without the approximation the jump and the hopping reduction can differ. The cube also keeps double occupancy beyond the threshold: $d=0.008$ at $U=18t$, again $1.5\times8|e_0|$.

In these clusters the complete loss of double occupancy is thus a product of the approximation, not of the Gutzwiller state. The approximation gives the trend that repulsion suppresses charge fluctuations and hopping together, and for the two bands of part (g) it places the threshold at 1.7 and 2 times the bandwidth $2D$. It overstates the loss of hopping at strong repulsion: in the dimer at $U=8|e_0|=8t$, where the approximation gives $q=0$, one has $\tan2\theta=\tfrac12$, and the hopping is still $1/\sqrt5\approx0.45$ of its free value. It cannot describe the exchange energy on the insulating side. Nor does it decide whether a magnetically ordered state, excluded at the outset, has a lower energy. The numerical output lists the values used here with further digits.

## Table of computed values

```
half bandwidth D = 0.10 Ry
example repulsion U = 0.20 Ry
semicircle: band energy e0 = -0.042441 Ry per site
semicircle: U_c = 0.33953 Ry = 4.620 eV
semicircle: U_c/D = 3.3953
flat band: e0 = -0.050000 Ry, U_c/D = 4.0000
example: U/U_c = 0.58905
example: double occupancy d = 0.10274
example: Z = q = 0.65302
example: 1/Z = 1.5313
example: kinetic energy q*e0 = -0.027715 Ry
example: interaction energy U*d = 0.020548 Ry
example: total energy = -0.007168 Ry per site
example: numerical dE/dU = 0.10274
d2E/dU2 at U = 0.20 Ry: -0.7363 1/Ry
d2E/dU2 at U = 0.40 Ry: 0.0000 1/Ry (magnitude)
numerical minimum: U (Ry), d, Z, E (Ry per site)
  0.00  0.25000  1.00000  0.042441 (= -E)
  0.10  0.17637  0.91326  0.021123 (= -E)
  0.20  0.10274  0.65302  0.007168 (= -E)
  0.30  0.02911  0.21930  0.000575 (= -E)
  0.33  0.00702  0.05535  0.000033 (= -E)
  0.34  0.00000  0.00000  0.000000 (= -E)
  0.40  0.00000  0.00000  0.000000 (= -E)
Gutzwiller approximation at d = 0.15: q = 0.8400
projected dimer at d = 0.15: hopping ratio 0.9165, jump 0.9165
projected dimer: e0 = -1.000 t, at U = 12.0 t optimal d = 0.01283
projected cube at d = 0.15: hopping ratio 0.8739, jump 0.8739
projected cube: e0 = -1.500 t, at U = 18.0 t optimal d = 0.00795
```
